\section*{Why Bragg–Williams merges the L1₂ and L1₀ fields on fcc}

\section{Result}

For an fcc alloy with nearest-neighbour ordering energy $J$, Bragg--Williams (BW) theory makes the disordered, L1$_0$ and both L1$_2$ fields meet at one point, $x_B=1/2$ and $kT=4J$. They meet because two things coincide there: the cubic ordering term vanishes by A--B symmetry, and the transition is continuous. The symmetry is a property of the model. The continuity belongs to BW, which leaves correlations out; it is lost when tetrahedron correlations are restored.

Frustration lets a disordered alloy obtain much of the ordering energy locally while keeping more entropy than L1$_0$. When this is included in the tetrahedron approximation, the equiatomic transition becomes first order, drops to $kT=1.89J$, and the fields separate.

BW does not miss frustration altogether. Its L1$_0$ ground-state energy is correct. It misses frustrated short-range order (SRO), whose energy gain and entropy cost must be counted together.

\section{The model and its Bragg--Williams form}

Let $\sigma_i=+1$ for A and $-1$ for B on a rigid lattice, with
\begin{equation}
H=J\sum_{\langle ij\rangle}\sigma_i\sigma_j-h\sum_i\sigma_i,\qquad J>0 .
\end{equation}
The mean spin is $M=1-2x_B$, and $h$ is the field that controls composition. All energies below are per site. The fcc lattice splits into four simple cubic sublattices with mean spins $m_\alpha$. A site has four neighbours on each of the other three sublattices, so there are six bonds per site, one for each sublattice pair.

BW replaces $\langle\sigma_i\sigma_j\rangle$ by $m_\alpha m_\beta$ and uses the entropy of independent sites:
\begin{equation}
F=J\sum_{\alpha<\beta}m_\alpha m_\beta-\frac{kT}{4}\sum_\alpha s(m_\alpha),\qquad
s(m)=-\sum_{\pm}\frac{1\pm m}{2}\ln\frac{1\pm m}{2}.
\end{equation}
Write $m_\alpha=M+\delta_\alpha$ with $\sum\delta_\alpha=0$. Then
\begin{equation}
\sum_{\alpha<\beta}m_\alpha m_\beta=\tfrac12\Big[(4M)^2-\sum m_\alpha^2\Big]=6M^2-\tfrac12\sum\delta_\alpha^2 .
\end{equation}
The second, third and fourth derivatives of $-s$ are $1/(1-M^2)$, $2M/(1-M^2)^2$ and $(2+6M^2)/(1-M^2)^3$. The ordering part of $F$ is therefore
\begin{equation}
g=-\frac J2\sum\delta^2+\frac{kT}{4}\left[\frac{\sum\delta^2}{2(1-M^2)}+\frac{M\sum\delta^3}{3(1-M^2)^2}+\frac{(1+3M^2)\sum\delta^4}{12(1-M^2)^3}+\dots\right].
\end{equation}
The quadratic coefficient vanishes at $kT=4J(1-M^2)$.

The strength $4J$ already contains frustration. In L1$_0$ a site has eight unlike and four like neighbours, a net of four. Without frustration all twelve could be unlike.

\section{First contribution: symmetry and a continuous transition}

At $h=0$ no ordered BW state can win above $4J$. The series $\ln2-s(m)=m^2/2+m^4/12+\dots$ has positive terms, so
\begin{equation}
F+kT\ln2\ \ge\ 8JM^2+\Big(\frac{kT}{8}-\frac J2\Big)\sum m_\alpha^2\ \ge 0\quad(kT\ge4J).
\end{equation}
Order thus sets in at $4J$, where the quadratic term changes sign.

Put $kT=4J(1-\varepsilon)$ and $s_0=\varepsilon-M^2$. Near the point, $\delta\sim M$ and $\varepsilon\sim M^2$, and the leading terms, all of order $M^4$, are
\begin{equation}
\frac gJ=-\frac{s_0}{2}\sum\delta^2+\frac M3\sum\delta^3+\frac1{12}\sum\delta^4 .
\label{g}
\end{equation}
Coexistence is at equal $h$, not equal $M$. The stiffness of the disordered phase against changes of $M$ is $12J+kT\simeq16J$, while $\partial g/\partial M\sim JM^3$. Letting $M$ relax changes the free energy by $-(\partial g/\partial M)^2/32J\sim JM^6$, which is negligible here. Phases can be compared at the same $M$.

Take $M>0$; the other side follows by exchanging A and B. With a multiplier $\lambda$ for $\sum\delta=0$, each $\delta$ obeys
\begin{equation}
\tfrac13\delta^3+M\delta^2-s_0\delta=\lambda .
\end{equation}
A cubic has at most three distinct roots, and these sum to $-3M$. The ordered candidates are $(a,a,a,b)$, $(a,a,b,b)$ and $(a,a,b,c)$.

\paragraph{L1$_2$.} For $\delta=(\eta,\eta,\eta,-3\eta)$ the sums of squares, cubes and fourth powers are $12\eta^2$, $-24\eta^3$ and $84\eta^4$, so
\begin{equation}
g_{12}/J=-6s_0\eta^2-8M\eta^3+7\eta^4 .
\end{equation}
It coexists with disorder when $7\eta^2-8M\eta-6s_0$ has a double root. This gives $\eta=4M/7$ and $s_0=-8M^2/21$, hence
\begin{equation}
\varepsilon=\tfrac{13}{21}M^2\qquad\text{(disorder--L1$_2$)}.
\end{equation}

\paragraph{L1$_0$.} For $\delta=(\eta,\eta,-\eta,-\eta)$ the cubic sum vanishes and $g_{10}/J=-2s_0\eta^2+\eta^4/3$. The minimum is at $\eta^2=3s_0$, with $g_{10}=-3Js_0^2$.

To compare the two, set $\eta=yM$ in L1$_2$ and $s_0=uM^2$. Stationarity gives $u=(7y^2-6y)/3$, and then $g_{12}=JM^4y^3(4-7y)$. Equality with $-3JM^4u^2$ requires
\begin{equation}
3y(4-7y)=-(7y-6)^2\ \Rightarrow\ 7y^2-18y+9=0\ \Rightarrow\ y=\frac{9\pm3\sqrt2}{7}.
\end{equation}
Using $7y^2=18y-9$, $u=4y-3$. The lower root gives $u<0$, where L1$_0$ does not exist. The upper root gives $u=(15+12\sqrt2)/7$ and
\begin{equation}
\varepsilon=\tfrac{22+12\sqrt2}{7}M^2\simeq5.57M^2\qquad\text{(L1$_2$--L1$_0$)}.
\end{equation}

\paragraph{The mixed state.} For $(a,a,b,c)$ the conditions $2a+b+c=0$ and $a+b+c=-3M$ give $a=3M$ and $b+c=-6M$. The pair products of the roots sum to $-3s_0$, so $bc=18M^2-3s_0$. The power sums are
\begin{align}
\sum\delta^2&=18M^2+6s_0,\qquad \sum\delta^3=162M^3-54Ms_0,\nonumber\\
\sum\delta^4&=18s_0^2+216M^2s_0-486M^4 .
\end{align}
Inserting them in (\ref{g}) gives
\begin{equation}
g/J=-\tfrac32s_0^2-9M^2s_0+\tfrac{27}{2}M^4=-3s_0^2+\tfrac32(s_0-3M^2)^2 .
\end{equation}
Since $(b-c)^2=12(s_0-3M^2)$, this state exists for $s_0>3M^2$, where it lies above L1$_0$.

Both boundaries are parabolas in $M=1-2x_B$ that close at $M=0$, $\varepsilon=0$. This is the merging. Away from the point, the disorder--L1$_2$ line follows from solving the full BW coexistence equations by Newton's method. It falls from $4J$ to $3.98J$, $3.58J$ and $3.31J$ at disordered compositions $x_B=0.45$, $0.30$ and $0.25$. At these compositions there is no sign of a separate L1$_2$ maximum.

\section{Second contribution: short-range order without frustration}

Let $c$ be the mean of $\sigma_i\sigma_j$ over neighbours. BW sets $c=0$ in the equiatomic disordered phase. The simplest repair keeps pair probabilities $y$ and site probabilities $x$. Six pairs per site contain twelve site ends, so eleven site entropies must be removed. With $L(p)=p\ln p$,
\begin{equation}
S_{\rm pair}/k=-6\sum L(y)+11\sum L(x).
\end{equation}
For equiatomic disorder $y_{++}=y_{--}=(1+c)/4$ and $y_{+-}=y_{-+}=(1-c)/4$. Minimizing $6Jc-TS_{\rm pair}$ gives $J/kT+\operatorname{artanh}c=0$, or $c=-\tanh(J/kT)$.

Now impose a small L1$_0$ amplitude $\eta$ and write the cost as $\frac12kTA\eta^2$. A cluster with unperturbed probabilities $p_0$ acquires small means $\delta$ most cheaply through $p=p_0(1+\sum_i\theta_i\sigma_i)$. Then $\delta=C\theta$, where $C$ is the spin covariance matrix, and $\sum L(p)$ rises by $\frac12\delta^{T}C^{-1}\delta$. Spin reversal makes the change in $c$ of order $\eta^2$; because $F$ is stationary in $c$, that change affects only order $\eta^4$.

For a pair, $\delta^{T}C^{-1}\delta$ is $\eta^2(2-2c)/(1-c^2)$ for equal means and $\eta^2(2+2c)/(1-c^2)$ for opposite means. There are two bonds of the first kind and four of the second per site, so
\begin{equation}
A_{\rm pair}=\frac{12+4c}{1-c^2}-11=\frac{1+4c+11c^2}{1-c^2}.
\label{pair}
\end{equation}
The numerator is at least $7/11$, so disorder never becomes unstable to L1$_0$. I also compared the pair free energy of disorder with 4000 random equiatomic sublattice patterns and 200 L1$_0$ amplitudes, at 28 temperatures from $0.6J$ to $6J$. None was lower than disorder.

This overcorrection has a clear origin. On any tetrahedron
\begin{equation}
0\le\Big(\sum_{i=1}^4\sigma_i\Big)^2=4+2\sum_{i<j}\sigma_i\sigma_j
\quad\Rightarrow\quad c\ge-\tfrac13 .
\end{equation}
With six bonds per site, the bond energy cannot be below $-2J$, the value in perfect L1$_0$. The pair result breaks this bound when $\tanh(J/kT)>1/3$, that is below $kT=2.89J$, and tends to $-6J$ at low temperature. It gives disorder an energy that the lattice forbids. SRO alone therefore does not repair the diagram; its frustration must be kept.

\section{Third contribution: frustrated short-range order}

A nearest-neighbour triangle already gives the same bound, since $(\sigma_1+\sigma_2+\sigma_3)^2\ge1$ makes its three products sum to at least $-1$. The tetrahedron contains four such triangles and one site of each sublattice, so it keeps the constraint and can describe both L1$_0$ and L1$_2$. There are two tetrahedra per site. Each triangle belongs to exactly one tetrahedron, so its entropy has weight $1-1=0$. Each bond belongs to two tetrahedra, so its entropy has weight $1-2=-1$. Each site belongs to eight tetrahedra and twelve bonds, so its weight is $1-8+12=5$. With tetrahedron probabilities $z$,
\begin{equation}
S/k=-2\sum L(z)+6\sum L(y)-5\sum L(x).
\end{equation}

The L1$_0$ pattern on a tetrahedron has zero sum, and the covariance matrix acts on it as $1-c$. The tetrahedra thus contribute $2\times4/(1-c)$ to the stiffness. The pair term of (\ref{pair}) enters with a minus sign:
\begin{equation}
A=\frac{8}{1-c}-\frac{12+4c}{1-c^2}+5=\frac{1+4c-5c^2}{1-c^2}=\frac{1+5c}{1+c}.
\end{equation}
An instability now exists, at $c=-1/5$, inside the allowed range.

To find its temperature, put $K=J/kT$ and let $b$ be the sum of the six products $\sigma_i\sigma_j$ in a tetrahedron state. At $M=0$ the site probabilities are constant, and stationarity gives $z\propto e^{-Kb/2}\prod y^{1/2}$. With $R=(1+c)/(1-c)$, the two uniform states have weight $e^{-3K}R^3$, the eight 3--1 states $R^{3/2}$, and the six 2--2 states $e^{K}R$. Their values of $b$ are $6$, $0$ and $-2$, so
\begin{equation}
c=\frac{2e^{-3K}R^2-2e^K}{2e^{-3K}R^2+8\sqrt R+6e^K}.
\end{equation}
For $c=-1/5$, $R=2/3$. With $t=e^K$ this becomes $t-4/(3t^3)=2\sqrt{2/3}$, whose root gives $kT=1.63J$.

The transition happens before that. I iterated the stationarity equations for four sublattices, held each phase to its own symmetry, and located equal free energies by bisection. At $h=0$ disorder and L1$_0$ coexist at $kT=1.893J$, where the L1$_0$ amplitude jumps from zero to $0.85$. Disorder there has $c=-0.1885$ and $A\simeq0.07>0$: it is still locally stable, as a first-order transition requires.

\section{Weighing the contributions}

At $kT=1.893J$ the BW free energy of disorder is $-kT\ln2=-1.312J$. BW L1$_0$ obeys $m=\tanh(4Jm/kT)$ and has $F=-2Jm^2-kTs(m)=-2.029J$. BW therefore favours L1$_0$ by $0.717J$.

In the tetrahedron approximation both phases have $F=-2.054J$. Correlations lower disorder by $0.741J$ but L1$_0$ by only $0.024J$. The difference cancels the BW preference. For disorder the correction splits into
\begin{equation}
\underbrace{6Jc}_{-1.131J}+\underbrace{kT(\ln2-S/k)}_{1.893J\,(0.693-0.487)\,=\,0.390J}=-0.741J .
\end{equation}
SRO entropy is thus a cost relative to random mixing: BW overestimates the entropy of disorder. The energy gain is almost three times as large.

The comparison with L1$_0$ shows why disorder survives. Its energy, $-1.131J$, is 69\% of the L1$_0$ value $-1.639J$, while its entropy is $0.487k$ against $0.219k$. The remaining energy difference, $0.508J$, equals $kT$ times the entropy difference in units of $k$, as coexistence demands. A single tetrahedron with two A and two B atoms reaches the lowest bond energy in any of six arrangements. In the disordered phase at this temperature 60\% of the tetrahedra are of this kind, against 37.5\% for random mixing. The remainder matters: tetrahedra share sites, and a crystal in which all of them are 2--2 has so few states (42 for 32 periodic sites, 186 for 108) that its entropy per site vanishes for large crystals.

\section{How the fields separate}

The cubic term still vanishes at $M=0$, but this no longer forces a meeting. At a first-order transition L1$_0$ appears with finite amplitude. If L1$_2$ then has a higher free energy, continuity keeps it higher over a finite range of $h$, and disorder borders L1$_0$ directly.

In the tetrahedron calculation disorder, L1$_0$ and L1$_2$ have equal free energies at $h=2.75J$ and $kT=1.61J$, well away from $h=0$. Their compositions are close: $x_B=0.415$, $0.424$ and $0.415$. Ten starts of lower symmetry found no lower state there, which is evidence but not proof that none exists. L1$_2$ has its own maximum, $kT=1.94J$ at $x_B=0.27$, slightly above that of L1$_0$.

For a round value $J=20$ meV, $J/k=232.1$ K. The BW meeting point is at $4\times232.1=928$ K. The tetrahedron values are 439 K for the L1$_0$ maximum, 451 K for the L1$_2$ maximum and 374 K for the three-phase point. The BW equiatomic temperature is 2.1 times the tetrahedron one. The tetrahedron temperatures are those of the approximation and are themselves too high. In Monte Carlo runs of the model, L1$_0$ at $h=0$ keeps its order at $kT=1.70J$ and loses it at $1.80J$, so $1.893J$ is about 5 to 10\% high, and L1$_2$ at $h=7.6J$ loses its order at $1.92J$. At $h=0$, $kT=1.75J$, ordered and random starts on 6912 sites stay apart, with $c=-0.29$ and $-0.22$, as expected near a first-order transition.

\section{What the tetrahedron still leaves out}

Correlations beyond one tetrahedron are missing. Heat-bath Monte Carlo on a periodic crystal of 2048 sites, with 3000 sweeps and averages over the last two thirds, measures their effect. At $h=0$ it gives $c=-0.137$ at $kT=4J$ and $-0.203$ at $2J$. The last digit depends on size: 6912 sites give $-0.202$ at $2J$. The tetrahedron values, $-0.132$ and $-0.184$, are 96\% and 91\% of these. Even at the BW transition temperature, SRO is far from zero.

Long-range order can be measured by $(\sum\delta_\alpha^2/4)^{1/2}$, which is $1$ in perfect L1$_0$ and $0.866$ in perfect L1$_2$. A run started in L1$_0$ at $h=0$, $kT=2J$ falls to $0.10$, although BW predicts order up to $4J$. At $kT=1.5J$ the results are:
\begin{center}
\begin{tabular}{lcc}
field and start & order & $x_B$\\
$h=0$, L1$_0$ & 0.98 & 0.50\\
$h=4J$, L1$_0$ & 0.11 & 0.375\\
$h=4J$, L1$_2$ & 0.12 & 0.375\\
$h=8J$, L1$_2$ & 0.85 & 0.25
\end{tabular}
\end{center}
Both starts at $h=4J$ lose their order. The small remainder is expected in a finite crystal: independent spins would give about $(3/2048)^{1/2}=0.04$, and ordering correlations raise it.

At this temperature the runs show disorder at $h=4J$ between order at $h=0$ and $h=8J$. The two ordered runs were started ordered, so they show that order persists over 3000 sweeps, not that it is the stable state. Since $1.5J$ is below the tetrahedron three-phase temperature, the runs indicate that the approximation places that point too high. They support the separation of the fields, not the precise tetrahedron temperatures. The conclusions concern nearest-neighbour interactions on a rigid lattice; longer-range interactions or elastic relaxation would change the balance.
